Surface-bound state of a layer chain with a shifted outer layer

A slab calculation for a layered channel must fix the number of layers, and its output must be sorted into surface levels and standing waves of the slab. When the outer layer differs from the rest, both decisions depend on whether its energy shift is large enough to hold a state at the surface, and on how far that state reaches inward. For a rigid shift U of the outer layer alone and a uniform interlayer hopping t, a state splits off if and only if |U| > |t|. The distance over which it decays diverges at this threshold, so just above it a thin slab can fail to show the state.

**The model and its equations**

Layers n = 0, 1, 2, … are a distance d apart, and n = 0 is the outer one. At a fixed in-plane momentum each layer carries one orbital, with amplitude ψ_n. Electrons are treated as independent. Neighbouring layers are coupled by a real hopping t ≠ 0 of either sign. The energy of an inner layer is the zero of energy, and the outer layer has energy U. The Schrödinger equation, layer by layer, is

Eψ_0 = Uψ_0 + tψ_1   (1)

Eψ_n = t(ψ_{n−1} + ψ_{n+1}), n ≥ 1.   (2)

A bound state is a solution for which Σ|ψ_n|² is finite.

**Which energies allow a decaying solution**

Inserting ψ_n = λ^n in (2) and dividing by λ^n gives

E = t(λ + 1/λ), or λ² − (E/t)λ + 1 = 0.   (3)

The product of the two roots is 1. There are three cases.

Inside the band, |E| < 2|t|, the roots are e^{iθ} and e^{−iθ} with E = 2t cos θ. The general solution a e^{iθn} + b e^{−iθn} has mean square |a|² + |b|² over many layers, so its norm diverges.

At a band edge, |E| = 2|t|, the two roots coincide at λ = +1 or −1. The general solution is (a + bn)λ^n, which is not normalizable either.

Outside the band, |E| > 2|t|, the roots are real and different. Since their product is 1, one has modulus below 1 and the other above. A normalizable solution contains the smaller root alone:

ψ_n = ψ_0 λ^n, |λ| < 1.   (4)

**The outer layer selects the state**

Equation (1) with (4) gives E = U + tλ. Equation (3) gives E = tλ + t/λ. Subtracting the two,

U = t/λ, so λ = t/U.   (5)

The requirement |λ| < 1 becomes |U| > |t|. Conversely, if |U| > |t|, the amplitudes (t/U)^n satisfy (1) and (2) and are normalizable. Because (5) fixes a single λ, there is one bound state and no more. Its energy is

E_b = U + t²/U,   (6)

which has the sign of U: a raised outer layer puts the state above the band, a lowered one below it. Its distance from the nearest band edge is

B = |U| + t²/|U| − 2|t| = (|U| − |t|)²/|U|.   (7)

Writing |ψ_n| = |ψ_0| exp(−nd/ξ) and comparing with |t/U|^n gives the decay length of the amplitude,

ξ = d / ln|U/t|.   (8)

The probability is the square of the amplitude, so it decays over ξ/2. The norm is a geometric series, Σ(t/U)^{2n} = 1/(1 − t²/U²), and the share of the state on the outer layer is therefore

Z = 1 − t²/U².   (9)

Diagonalizing chains of 400 layers with |t| = 0.3 eV bears this out. No level lies outside the band for U/|t| = 0.5, 0.9, 1.0 and −0.9, and one does for 1.1, 1.5, −1.1 and −2.0.

**Two limits, and the origin of the threshold**

Just above threshold put |U| = |t|(1 + δ) with small positive δ. Then (7) and (8) give, to leading order,

B ≈ |t|δ², ξ ≈ d/δ.   (10)

The energy separation vanishes quadratically while the length diverges, so near threshold a small B goes with a state that reaches far inward. In the opposite limit, |U| ≫ |t|, (6) is the isolated level U plus the second-order correction t²/U from one neighbour, and Z approaches 1.

The threshold exists because the chain ends near the shifted layer. To see this, let the chain extend to both sides of the shifted layer. The decaying solution is then λ^{|n|}, and the shifted layer has two neighbours: E = U + 2tλ. Equating this to (3) gives

U/t = 1/λ − λ.   (11)

As |λ| runs from 1 to 0, the modulus of the right side runs from 0 to infinity, so any nonzero U binds. At a surface, the solution at the upper edge for positive t and U shows the difference. With E = 2t, equation (1) gives ψ_1/ψ_0 = 2 − U/t. Without a shift the amplitude rises away from the surface; the shift must first cancel this rise, which it does at U = t, before the amplitude can fall. With m unshifted layers outside the shifted one, the edge solution rises as 1, 2, …, m + 1 up to the shifted layer and is constant beyond it at threshold. The equation of the shifted layer then gives a threshold of |t|/(m + 1), which vanishes only as m grows without limit.

**Where the spectral weight goes**

The same threshold follows from counting the weight of the outer orbital in the band. Let z = E + i0⁺, and let φ solve (z − H)φ = e_0, where e_0 is the outer orbital. The element of the Green function on the outer layer is G = φ_0. Away from the outer layer φ_n = Gλ^n with |λ| < 1, so the outer equation reads (z − U − tλ)G = 1. Since z − tλ = t/λ,

G = 1/(t/λ − U).   (12)

Inside the band let s = √(4t² − E²). The root with |λ| < 1 for Im z > 0 has Im(tλ) < 0, so tλ = (E − is)/2 and t/λ = (E + is)/2. The density of states on the outer layer is −Im G/π:

ρ(E) = (s/2π) / [(E/2 − U)² + s²/4] = s / [2π(t² + U² − UE)].   (13)

In the last step the terms E²/4 cancel. To integrate over the band, set E = 2|t| cos θ and v = U/|t|:

W = (2/π) ∫₀^π sin²θ dθ / (1 + v² − 2v cos θ).   (14)

For |v| < 1, the real part of (1 + ve^{iθ})/(1 − ve^{iθ}), expanded in powers of v, gives

(1 − v²)/(1 + v² − 2v cos θ) = 1 + 2 Σ_{m≥1} v^m cos mθ.   (15)

With sin²θ = (1 − cos 2θ)/2, only the constant and the m = 2 term survive the integration. They give (π/2)(1 − v²)/(1 − v²) = π/2, so W = 1. For |v| > 1, taking v² out of the denominator of (14) leaves the same integral with 1/v in place of v, so W = 1/v² = t²/U². At v = ±1 the integrand is (1 ± cos θ)/2, and again W = 1.

The total weight of the orbital is 1. Up to and including |U| = |t| the band holds all of it; above, the missing part 1 − t²/U² is the Z of (9).

**A film of N layers**

Let the film end at n = N − 1, with the far layer unshifted. This is equivalent to ψ_N = 0. A level outside the bulk band range has

ψ_n = σ^n sinh κ(N − n), |E| = 2|t| cosh κ,   (16)

where κ > 0 and σ is the sign of U/t. If (2) is used to define ψ_{−1}, then (1) becomes Uψ_0 = tψ_{−1}, so that

u ≡ |U/t| = sinh κ(N + 1) / sinh κN.   (17)

The logarithmic derivative of the right side is (N + 1)coth κ(N + 1) − N coth κN. It is positive because y coth y increases with y. The right side therefore grows from its value at κ → 0, and the level leaves the band range when

|U| > |t|(N + 1)/N.   (18)

For fixed u > 1 and large N, expand (17):

u ≈ e^κ [1 + e^{−2κN}(1 − e^{−2κ})].   (19)

Hence κ ≈ ln u − η with η = u^{−2N}(1 − u^{−2}). Since d(2 cosh κ)/dκ = 2 sinh κ ≈ u − 1/u, the change of |E| relative to the semi-infinite chain is

Δ|E| ≈ −|t|(u − 1/u)η = −|t| u(1 − u^{−2})² u^{−2N}.   (20)

This needs both u^{−2N} ≪ 1 and 2Nη ≪ 1. Close to u = 1 the second condition can hold while the film has no level outside the band range at all. The factor u^{−2N} equals exp(−2Nd/ξ), so with the far layer unshifted, convergence with thickness is set by the probability decay length. If both outer layers carry the same shift, their two levels split by an amount that falls only as u^{−N} for large N, which is set by the amplitude decay length.

**Surfaces that differ in more than one energy**

Suppose the first hopping is t₁ instead of t. Take ψ_n = λ^n for n ≥ 1. The equation of layer 1 then requires t₁ψ_0 = t, and the outer equation (E − U)ψ_0 = t₁λ gives

U/t = 1/λ + λ(1 − t₁²/t²).   (21)

For λ of the sign of U/t, the modulus μ = |λ| obeys u = 1/μ + μ(1 − t₁²/t²). The right side falls as μ rises to 1, its derivative being −1/μ² + 1 − t₁²/t² < 0. A bound state on this side of the band thus requires

|U| > 2|t| − t₁²/|t|, for t₁² < 2t².   (22)

A weaker first bond raises the threshold, because it hinders the hopping that helps push the level out of the band.

Now let t₁ = t, but let the second layer be shifted by rU with r > 0. Take t and U positive; the other signs follow by alternating the sign of ψ_n or reversing all energies. At threshold E = 2t and ψ_n = 1 for n ≥ 1. Layer 1 gives ψ_0 = 1 − ru, and the outer layer gives (2 − u)(1 − ru) = 1, or ru² − (1 + 2r)u + 1 = 0. The smaller root is reached first as U grows from zero:

u = [1 + 2r − √(1 + 4r²)]/(2r).   (23)

It tends to 1 as r → 0.

**Worked example: the Γ valence band of multilayer WSe2**

Take t = 0.30 eV and d = 0.65 nm, rough typical values for this band, and a chosen shift U = 0.45 eV caused by a different composition or surroundings of the outer layer. The band extends from −0.60 to 0.60 eV. With U/t = 1.5,

E_b = 0.45 + 0.09/0.45 = 0.65 eV
B = (0.15)²/0.45 = 0.050 eV = 50 meV
ξ = 0.65/ln 1.5 = 1.60 nm, about 2.5 layers
Z = 1 − (0.6667)² = 0.56.

Although the shift is 450 meV, the level stands only 50 meV clear of the band, and 44% of the state lies below the outer layer. At U = 0.35 eV, with t held fixed, B falls to 7 meV and ξ rises to 4.2 nm. At 0.31 eV they are 0.3 meV and 20 nm.

For a film of ten layers, (18) puts the threshold at 0.33 eV. A shift of 0.31 eV therefore binds a state in the semi-infinite chain but pushes no level out of the band range in this film. This holds for an unshifted far layer. If both outer layers carry the shift, a uniform amplitude solves the equations with E = 2t at U = t for any N, so one level leaves the band range already at |U| > |t|; at 0.31 eV it lies 2 meV above the edge. At 0.45 eV ten layers are ample: the level lies 0.042 meV below its semi-infinite value, and (20) gives the same figure. If both outer layers carry this shift, however, the two surface levels are still split by 7.4 meV.

If B is taken from (7), the effective-mass approximation reproduces the decay length here. Expanding 2t cos kd about the band top gives a mass of magnitude ħ²/(2td²) = 0.30 electron masses and a decay length d√(t/B) = 1.59 nm, within 1% of the chain value. This mass belongs to the one-orbital chain and not to WSe2. In the material, mixing with the lower-lying band of opposite parity about the layer plane flattens the band top. A two-orbital chain with rough parameters gives a mass near one electron mass, a threshold of 0.15 to 0.19 eV and, at U = 0.45 eV, B of 110 to 140 meV and ξ of about 0.5 nm.

**How the result stands beside a real channel**

The hopping and spacing are in the range of WSe2, while the shift is a large one. Produced by an electric field alone, it would need U/(ed) = 6.9 MV/cm across the first gap. With rough relative permittivities of 7 for the layers and 3.9 for a gate insulator, and no charge in the outer layer or at its interface with the insulator, the insulator would carry 6.9 × 7/3.9 = 12.4 MV/cm, above a rough breakdown field of 10 MV/cm. For the same field across the first gap, holes in the outer layer raise the insulator field further. In a gated device the shift need not stop at one layer. If 10% of it reaches the second layer, the threshold drops from 0.30 to 0.27 eV and B rises from 50 to 62 meV.

The tail can be larger. In an electrostatic estimate that places all the holes in the surface state and keeps the outer shift at 0.45 eV, roughly a third of the shift reaches the second layer and B is about 100 meV. This estimate needs about 3 × 10¹³ holes per cm² and 15 MV/cm in the insulator, again above the rough breakdown field. At that density the in-plane Fermi energy, about 80 meV for an in-plane mass of one electron mass, is comparable to B, so placing all the holes in this state is only marginally justified.

Other changes, made one at a time, move B by roughly 15 to 20 meV. A first hopping of 0.9t raises the threshold to 0.357 eV and lowers B to 29 meV. A second-neighbour hopping of +15 or −15 meV gives B = 35 or 68 meV, measured from the band edge, which itself moves by +30 or −30 meV. Each of these changes alters B by some tens of per cent, but together they can do more: a first hopping of 0.9t combined with a second-neighbour hopping of +15 meV leaves only 16 meV. The value of 50 meV is therefore an illustration and not a prediction for WSe2. It is also only 1.9 times the thermal energy at 300 K, 25.9 meV.

A field that pulls holes inward turns the bound state into a resonance if the region beyond the field has band states at the energy of the level. A field of 0.1 MV/cm raises the electron energy by 6.5 meV per layer; in the calculation it acts over 100 layers, with a flat potential beyond. The level moves to 0.656 eV, and the local band edge reaches it after (656 − 600)/6.5 ≈ 9 layers. Tunnelling through this barrier gives a width of 0.86 meV and a lifetime, ħ divided by this width, of about 0.8 ps. The decay of the initial bound state, followed in time on a chain of 1500 layers, gives the same width. The width shifts by up to about 2% when the field region is given other lengths between 30 and 150 layers.

Finally, a state at Γ need not be where holes collect. At the K valley the hopping is weak, roughly 0.06 eV, and spin-orbit coupling makes the layer energies for one spin alternate by roughly 0.46 eV. For the spin whose outer layer is the upper one of the alternation, the same rigid shift then lifts the outer-layer level 425 meV above its own bulk edge, against 50 meV at Γ; for the other spin the top level lies only 30 meV above that edge. Within this model the Γ surface level is the higher of the two only if the bulk Γ edge lies more than 425 − 50 = 375 meV above the bulk K edge. That offset, and the mixing with other bands at Γ, are outside the calculation. The Γ state is therefore best read as a feature of the spectrum at that momentum, and its use as a transport level would need the full band structure. The remaining figures are in the numerical output.

Computed results

```
hopping t = 0.30 eV, spacing d = 0.65 nm, shift U = 0.45 eV
ratio U/t = 1.500
band edges = -0.60 and 0.60 eV
bound level = 0.6500 eV
distance from band edge B = 50.00 meV
amplitude ratio of next layer t/U = 0.6667
weight on outer layer Z = 0.5556
weight left in band on outer layer = 0.4444
amplitude decay length = 1.603 nm = 2.466 layers
probability decay length = 0.802 nm
Shift (eV): edge distance (meV), amplitude length (nm), outer weight
  0.20: no bound state
  0.30: no bound state
  0.31: 0.32, 19.82, 0.063
  0.35: 7.14, 4.22, 0.265
  0.45: 50.00, 1.60, 0.556
  0.60: 150.00, 0.94, 0.750
film of 10 layers: threshold = 0.330 eV
film level minus semi-infinite level = -0.0419 meV
same from large-thickness formula = -0.0418 meV
first hopping 0.9 t: threshold = 0.357 eV, B = 28.6 meV
second layer shifted by 0.1 U: threshold = 0.270 eV, B = 61.6 meV
second-neighbour hopping +15 meV: B = 34.5 meV
second-neighbour hopping -15 meV: B = 67.8 meV
effective mass across layers = 0.301 electron masses
effective-mass decay length = 1.592 nm
thermal energy at 300 K = 25.85 meV, B/kT = 1.93
inward field = 0.10 MV/cm, step per layer = 6.50 meV
resonance level in that field = 0.6562 eV
resonance width = 0.855 meV, lifetime = 770 fs
width from time evolution = 0.855 meV
field for an electrostatic step U = 6.92 MV/cm
relative permittivities: layers 7.0, gate 3.9
field in gate insulator = 12.4 MV/cm, rough breakdown = 10 MV/cm
K valley: hopping = 0.06 eV, alternation = 0.46 eV
K valley: outer level above its bulk edge = 425 meV
```
